# Low-Energy Photon-Photon Scattering from the Euler-Heisenberg Vertex: a program that tests the result

```python
"""Low-energy light-by-light scattering from the quartic Euler-Heisenberg vertex.
Hartree atomic units, Gaussian fields, c = 1/alpha.
Tests: vertex from the proper-time integral (series, quadrature); H_int = -L4;
all 16 helicity amplitudes by brute force; Lorentz and gauge invariance;
139(3+cos^2)^2 and 973/(10125 pi); golden rule by quadrature; SI evaluation;
forward dispersion relation with the Breit-Wheeler cross section."""
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as K
from scipy.integrate import quad

rng = np.random.default_rng(1)
pi = np.pi
dot = lambda a, b: a[0]*b[0] + a[1]*b[1] + a[2]*b[2]      # bilinear, no conjugation
cross = lambda a, b: [a[1]*b[2]-a[2]*b[1], a[2]*b[0]-a[0]*b[2], a[0]*b[1]-a[1]*b[0]]

def vertex(E, B):
    """Part of (E^2-B^2)^2 + 7(E.B)^2 linear in each of four fields."""
    return sum((dot(E[i], E[j])-dot(B[i], B[j]))*(dot(E[k], E[l])-dot(B[k], B[l]))
               + 7*dot(E[i], B[j])*dot(E[k], B[l])
               for i, j, k, l in itertools.permutations(range(4)))

# 1. vertex from the proper-time integrand
x, y, z = sp.symbols('x y z')
quartic = sp.expand(sp.series(z*sp.cot(z), z, 0, 6).removeO().subs(z, x*z)
                    * sp.series(z*sp.coth(z), z, 0, 6).removeO().subs(z, y*z)).coeff(z, 4)
assert sp.expand(quartic + ((x**2-y**2)**2 + 7*x**2*y**2)/45) == 0
mp.mp.dps = 40
a, b = mp.mpf('0.003'), mp.mpf('0.01')    # imaginary E = i a: no poles on the contour
nodes, weights = np.polynomial.laguerre.laggauss(40)
L_quad = 0
for tau, w in zip(nodes, weights):
    tau = mp.mpf(tau)
    p, q = a*tau, b*tau
    L_quad -= w*(p*q*mp.coth(p)*mp.coth(q) - (p*p+q*q)/3 - 1)/tau**3/(8*mp.pi**2)
L_form = ((a*a+b*b)**2 - 7*a*a*b*b)/(360*mp.pi**2)
assert abs(L_quad/L_form - 1) < 2e-4      # sixth-order term is of relative size b^2

# 2. Legendre transform at fixed D, B: residual must be O(kappa^2)
Q = lambda E, B: (E@E-B@B)**2 + 7*(E@B)**2
E0, B0 = np.array([.3, -.5, .7]), np.array([.6, .2, -.4])
res = []
for kap in (1e-4, 1e-5):
    D = E0 + 4*pi*kap*(4*(E0@E0-B0@B0)*E0 + 14*(E0@B0)*B0)
    H = E0@D/(4*pi) - (E0@E0-B0@B0)/(8*pi) - kap*Q(E0, B0)
    res.append(H - (D@D+B0@B0)/(8*pi) + kap*Q(D, B0))
assert abs(res[0]/res[1] - 100) < 2
G = E0 + 1j*B0
P = dot(G, G)
assert abs(Q(E0, B0) - (11/8*abs(P)**2 - 3/8*(P*P).real)) < 1e-13

# 3. all helicity amplitudes, symbolic in theta
c, s = sp.symbols('c s', real=True)
def reduce_trig(e):
    return sp.expand(sum(co*s**(k % 2)*(1-c**2)**(k//2)
                         for (k,), co in sp.Poly(sp.expand(e), s).terms()))
cs = [(1, 0), (-1, 0), (c, s), (-c, -s)]          # cos, sin of the four directions
def T_formula(h, S, T, U):                        # T times (s^2) for given s,t,u
    g = (h[0], h[1], -h[2], -h[3])                # all-incoming helicities
    if abs(sum(g)) == 2: return 0*S
    if abs(sum(g)) == 4: return -24*(S**2+T**2+U**2)
    return 88*(S**2 if g[0] == g[1] else T**2 if g[0] == g[2] else U**2)
hels = list(itertools.product((1, -1), repeat=4))
Tsym = {}
for h in hels:
    E = [[cs[i][0], sp.I*h[i]*(1 if i < 2 else -1), -cs[i][1]] for i in range(4)]
    B = [cross([cs[i][1], 0, cs[i][0]], E[i]) for i in range(4)]
    Tsym[h] = reduce_trig(vertex(E, B)/4)
    assert sp.expand(Tsym[h] - T_formula(h, sp.Integer(1), -(1-c)/2, -(1+c)/2)) == 0
avg = sp.expand(sum(v**2 for v in Tsym.values())/4)
assert sp.expand(avg - 4*139*(3+c**2)**2) == 0
total = lambda e: sp.integrate(sp.expand(e), (c, -1, 1))/360**2   # sigma*pi/(alpha^18 w^6)
assert total(avg) == sp.Rational(973, 10125)
cpp = total(sum(v**2 for h, v in Tsym.items() if h[:2] == (1, 1)))
cpm = total(sum(v**2 for h, v in Tsym.items() if h[:2] == (1, -1)))
assert (cpp+cpm)/2 == sp.Rational(973, 10125)

# 4. boosted frame with gauge shifts: omega^4 T = T_formula(s,t,u)/16
beta = np.array([.3, -.4, .5]); gam = 1/np.sqrt(1-beta@beta)
boost = np.eye(4); boost[0, 0] = gam; boost[0, 1:] = boost[1:, 0] = gam*beta
boost[1:, 1:] += (gam-1)*np.outer(beta, beta)/(beta@beta)
sq = lambda v: v[0]**2 - v[1:]@v[1:]
th, w0 = 1.1, 0.8
ang = [0, pi, th, th+pi]
for h in hels:
    ks, E, B = [], [], []
    for i, g in enumerate(ang):
        k = w0*np.array([1, np.sin(g), 0, np.cos(g)])
        e = np.array([0, np.cos(g), 1j*h[i], -np.sin(g)])/np.sqrt(2)
        if i > 1: e = e.conj()
        e = boost@(e + (rng.normal()+1j*rng.normal())*k); k = boost@k
        ks.append(k); E.append(k[0]*e[1:]-k[1:]*e[0]); B.append(cross(k[1:], e[1:]))
    ref = T_formula(h, sq(ks[0]+ks[1]), sq(ks[0]-ks[2]), sq(ks[0]-ks[3]))/16
    assert abs(vertex(E, B) - ref) < 1e-9

# 5. dispersion relation (hbar=c=m=1, alpha^2 removed): ds/s^2 = beta dbeta/2
bw = lambda v: pi/2*(1-v*v)*((3-v**4)*np.log((1+v)/(1-v)) - 2*v*(2-v*v))
disp = 2/pi*quad(lambda v: bw(v)*v/2, 0, 1, epsabs=1e-12)[0]
assert abs(disp - 11/45) < 1e-9

# 6. worked example
al, a0 = K.fine_structure, K.physical_constants['Bohr radius'][0]
Eh = K.physical_constants['Hartree energy in eV'][0]
cl, lam = 1/al, 671e-9
om = 2*pi*cl/(lam/a0)
kappa = al**7/(360*pi**2)
dsig = lambda ct: 139*al**18*om**6*(3+ct*ct)**2/(180*pi)**2
sigma = 973*al**18*om**6/(10125*pi)

def linear_avg(ct):
    """Mean |T|^2 with random linear polarization bases."""
    st = np.sqrt(1-ct*ct)
    ns = [np.array(v, float) for v in ((0, 0, 1), (0, 0, -1), (st, 0, ct), (-st, 0, -ct))]
    bases = []
    for n in ns:
        e1 = np.cross(n, rng.normal(size=3)); e1 /= np.linalg.norm(e1)
        bases.append((e1, np.cross(n, e1)))
    return sum(vertex(E, [cross(n, e) for n, e in zip(ns, E)])**2
               for E in itertools.product(*bases))/4
V, eta = 1e9, 1e-4*om                     # box volume and width of the smeared delta
delta = lambda d: np.exp(-d*d/(2*eta**2))/(np.sqrt(2*pi)*eta)
k0, dk = om/cl, eta/(2*cl)
rho = V/(2*pi)**3*dk*quad(lambda r: (1+r*dk/k0)**2*eta*delta(2*cl*r*dk), -10, 10)[0]*k0**2/eta
golden = lambda ct: 2*pi*(kappa*(2*pi*om)**2/V)**2*linear_avg(ct)*rho/(2*cl/V)
xs, ws = np.polynomial.legendre.leggauss(6)
sig_num = 0.5*2*pi*sum(w*golden(ct) for ct, w in zip(xs, ws))
assert abs(golden(0.37)/dsig(0.37) - 1) < 1e-7    # smearing error ~ (eta/2 omega)^2
assert abs(sig_num/sigma - 1) < 1e-7
mc2 = K.m_e*K.c**2
sig_SI = 973/(10125*pi)*al**4*(K.h*K.c/lam/mc2)**6*(K.hbar*K.c/mc2)**2
assert abs(sig_SI/(sigma*a0**2) - 1) < 1e-7
S = 4*om**2
M = lambda h: 2/45*al**10*T_formula(h, S, -S/2, -S/2)/16      # theta = 90 deg
assert abs(sum(M(h)**2 for h in hels)/4/(64*pi**2*al**2*S)/golden(0.0) - 1) < 1e-7
sig90 = 973*al**18*(2*om*om/4)**3/(10125*pi)      # s = 2 omega^2, omega_CM^2 = s/4
thomson = 8*pi*al**4/3
N, A = 1e18, 1e10

for label, val, unit in [
    ("alpha", al, ""), ("c = 1/alpha", cl, "a.u."), ("m c^2", cl**2, "hartree"),
    ("bohr radius", a0, "m"), ("critical field c^3", cl**3, "a.u."),
    ("kappa", kappa, "a.u."), ("alpha^10", al**10, ""), ("alpha^18", al**18, ""),
    ("proper-time quadrature / quartic term", float(L_quad/L_form), ""),
    ("dispersion integral", disp, ""), ("11/45", 11/45, ""),
    ("139/(180 pi)^2", 139/(180*pi)**2, ""), ("973/(10125 pi)", 973/(10125*pi), ""),
    ("wavelength (input)", lam*1e9, "nm"), ("wavelength", lam/a0, "bohr"),
    ("omega", om, "hartree"), ("omega", om*Eh, "eV"), ("omega^6", om**6, "hartree^6"),
    ("omega/mc^2", om*al**2, ""), ("(omega/mc^2)^2", (om*al**2)**2, ""),
    ("s", S, "hartree^2"),
    ("M(++ -> ++) 90 deg", M((1, 1, 1, 1)), ""), ("M(+- -> +-) 90 deg", M((1, -1, 1, -1)), ""),
    ("M(+- -> -+) 90 deg", M((1, -1, -1, 1)), ""), ("M(++ -> --) 90 deg", M((1, 1, -1, -1)), ""),
    ("dsigma/dOmega 0 deg", dsig(1), "bohr^2/sr"), ("dsigma/dOmega 90 deg", dsig(0), "bohr^2/sr"),
    ("ratio 0/90 deg", dsig(1)/dsig(0), ""),
    ("sigma formula", sigma, "bohr^2"), ("sigma golden-rule quadrature", sig_num, "bohr^2"),
    ("sigma", sigma*a0**2, "m^2"), ("sigma direct SI", sig_SI, "m^2"),
    ("sigma(++)", float(cpp)/pi*al**18*om**6, "bohr^2"),
    ("sigma(+-)", float(cpm)/pi*al**18*om**6, "bohr^2"),
    ("sigma, beams crossing at 90 deg", sig90, "bohr^2"),
    ("Thomson cross section", thomson, "bohr^2"), ("sigma/Thomson", sigma/thomson, ""),
    ("photons per pulse (input)", N, ""), ("pulse energy", N*om*Eh*K.e, "J"),
    ("area (input)", A, "bohr^2"), ("area", A*a0**2*1e12, "um^2"),
    ("events per pulse pair", N*N*sigma/A, "")]:
    print(f"{label}: {val:.6g} {unit}")
print("sigma(++) pi/(alpha^18 omega^6) =", cpp, "; sigma(+-):", cpm)
print("mean |T|^2 =", sp.factor(avg))
print("ALL CHECKS PASSED")
```

Running it gives:

```
alpha: 0.00729735 
c = 1/alpha: 137.036 a.u.
m c^2: 18778.9 hartree
bohr radius: 5.29177e-11 m
critical field c^3: 2.57338e+06 a.u.
kappa: 3.10138e-19 a.u.
alpha^10: 4.28207e-22 
alpha^18: 3.44331e-39 
proper-time quadrature / quartic term: 0.999933 
dispersion integral: 0.244444 
11/45: 0.244444 
139/(180 pi)^2: 0.00043468 
973/(10125 pi): 0.0305892 
wavelength (input): 671 nm
wavelength: 12680.1 bohr
omega: 0.0679037 hartree
omega: 1.84775 eV
omega^6: 9.803e-08 hartree^6
omega/mc^2: 3.61596e-06 
(omega/mc^2)^2: 1.30752e-11 
s: 0.0184436 hartree^2
M(++ -> ++) 90 deg: 3.56062e-26 
M(+- -> +-) 90 deg: 8.90156e-27 
M(+- -> -+) 90 deg: 8.90156e-27 
M(++ -> --) 90 deg: -1.45662e-26 
dsigma/dOmega 0 deg: 2.3476e-48 bohr^2/sr
dsigma/dOmega 90 deg: 1.32053e-48 bohr^2/sr
ratio 0/90 deg: 1.77778 
sigma formula: 1.03253e-47 bohr^2
sigma golden-rule quadrature: 1.03253e-47 bohr^2
sigma: 2.89138e-68 m^2
sigma direct SI: 2.89138e-68 m^2
sigma(++): 1.55145e-47 bohr^2
sigma(+-): 5.13612e-48 bohr^2
sigma, beams crossing at 90 deg: 1.29066e-48 bohr^2
Thomson cross section: 2.37564e-08 bohr^2
sigma/Thomson: 4.34633e-40 
photons per pulse (input): 1e+18 
pulse energy: 0.296043 J
area (input): 1e+10 bohr^2
area: 28.0029 um^2
events per pulse pair: 1.03253e-21 
sigma(++) pi/(alpha^18 omega^6) = 1462/10125 ; sigma(+-): 484/10125
mean |T|^2 = 556*(c**2 + 3)**2
ALL CHECKS PASSED
```
